\section*{Power-Law Diffuse X-Ray Scattering from Capillary Waves on a Liquid Surface}

\section{Result}

A liquid surface at temperature $T$, with surface tension $\gamma$, scatters X-rays into directions around the specular beam. Let $q_z$ be the vertical momentum transfer divided by $\hbar$, and $\mathbf q$ the in-plane part, with $q=|\mathbf q|$. At fixed $q_z$ the diffuse intensity follows
\begin{equation}
S(q)\simeq\frac{2\pi\eta}{q^2}\left(\frac qQ\right)^{\eta}C(\eta),\qquad
\eta=\frac{k_BT\,q_z^2}{2\pi\gamma},
\label{result}
\end{equation}
\begin{equation}
C(\eta)=e^{-\gamma_E\eta}\,\frac{\Gamma(1-\eta/2)}{\Gamma(1+\eta/2)},
\label{C}
\end{equation}
where $\gamma_E$ is Euler's constant and $Q$ is a molecular cutoff wavenumber. The exponent is $\eta-2$. It becomes $\eta-1$ if an ideally long slit integrates over one in-plane component and $\eta<1$. The law holds for $0<\eta<2$ and $\kappa\ll q\ll Q$, where $\kappa=\sqrt{\rho_m g/\gamma}$ is set by gravity $g$ and the mass density $\rho_m$. Near $\eta=2$ the upper condition tightens to $(q/Q)^{2-\eta}\ll1$.

The model has small slopes, classical waves, a sharp density step and single scattering.

\section{Simple case: one weak wave}

\subsection{Its thermal amplitude}

On a patch of area $A$ let the height be $h(\mathbf r)=a\cos\mathbf q\cdot\mathbf r+b\sin\mathbf q\cdot\mathbf r$. For small slopes the area element is $\sqrt{1+|\nabla h|^2}\simeq1+\frac12|\nabla h|^2$. Raising liquid from 0 to $h$ costs $\int_0^h\rho_m g z\,dz=\frac12\rho_m g h^2$ per area. Hence
\begin{equation}
E=\frac12\int d^2r\left(\gamma|\nabla h|^2+\rho_m g h^2\right)
=\frac A4(\gamma q^2+\rho_m g)(a^2+b^2),
\end{equation}
because $\sin^2$ and $\cos^2$ average to $\frac12$ and the cross terms vanish. The Boltzmann factor $e^{-E/k_BT}$ is Gaussian in $a$ and in $b$, so
\begin{equation}
\langle a^2\rangle=\langle b^2\rangle=\frac{2k_BT}{A(\gamma q^2+\rho_m g)} .
\label{amp}
\end{equation}

For one wave alone, the small-slope step can be tested by keeping the full square root. For 300 K and 70 mN/m, numerical Boltzmann averages were taken for a wave with four periods across a 100 nm square and for a wave with one period across a 5 cm square. The largest relative departure from (\ref{amp}), on the small square, was $1.3\times10^{-5}$ with $b$ held at zero and $1.8\times10^{-5}$ with both amplitudes free. Corrections of order $k_BT/(\gamma A)$ are expected, and this is $5.9\times10^{-6}$ on the small square. The combined slope of all waves is a separate matter, taken up in the last section.

\subsection{Its scattering}

Let $r_e$ be the classical electron radius and $\rho_e$ the electron density. The liquid fills $z<h$. With weak absorption removing the lower limit,
\begin{equation}
\int_{-\infty}^{h}e^{-iq_zz}dz=\frac{i}{q_z}e^{-iq_zh},
\end{equation}
so the scattering amplitude has magnitude
\begin{equation}
|F|=\frac{r_e\rho_e}{q_z}\left|\int d^2r\,e^{-i\mathbf q\cdot\mathbf r-iq_zh(\mathbf r)}\right| .
\end{equation}
The polarization factor is taken as one, as it is for polarization normal to the scattering plane. Define
\begin{equation}
S(\mathbf q)=\frac1A\left\langle\left|\int d^2r\,e^{-i\mathbf q\cdot\mathbf r-iq_zh}\right|^2\right\rangle .
\label{S}
\end{equation}
At incidence angle $\alpha$ to the surface, the patch intercepts a power $I_0$ equal to the flux times $A\sin\alpha$. The scattered power per solid angle is the flux times $\langle|F|^2\rangle$. Therefore
\begin{equation}
\frac1{I_0}\frac{dI}{d\Omega}=\frac{(r_e\rho_e)^2}{q_z^2\sin\alpha}\,S(\mathbf q).
\label{rate}
\end{equation}

For a weak wave, $e^{-iq_zh}\simeq1-iq_zh$. The coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in $h$ is $(a-ib)/2$, so the integral in (\ref{S}) has squared magnitude $q_z^2A^2(a^2+b^2)/4$. Using (\ref{amp}),
\begin{equation}
S=q_z^2P(q),\qquad P(q)=\frac{k_BT}{\gamma q^2+\rho_m g}.
\label{weak}
\end{equation}
For $q\gg\kappa$ this is $2\pi\eta/q^2$, an exponent of $-2$. For $q\ll\kappa$ gravity makes it level off. In the weak-wave limit each scattering direction sees one wave. The shift from $-2$ to $\eta-2$ must come from the other waves.

\section{All waves together}

\subsection{How fast two heights separate}

Different waves are independent. One wave contributes $\langle a^2\rangle\cos\mathbf q\cdot\mathbf r$ to $\langle h(\mathbf r)h(0)\rangle$. Counting $\mathbf q$ and $-\mathbf q$ separately halves this, and $\frac12\langle a^2\rangle=P/A$. With $\sum_{\mathbf q}\to A\int d^2q/(2\pi)^2$ and the angular average $J_0(qr)$ of $e^{i\mathbf q\cdot\mathbf r}$,
\begin{equation}
G(r)\equiv\langle h(\mathbf r)h(0)\rangle=\ell^2\int_0^Q\frac{q\,J_0(qr)}{q^2+\kappa^2}\,dq,\qquad
\ell^2=\frac{k_BT}{2\pi\gamma}.
\label{G}
\end{equation}
Thus $\eta=\ell^2q_z^2$. At $r=0$ the integral is elementary:
\begin{equation}
\sigma^2=G(0)=\frac{\ell^2}2\ln\left(1+\frac{Q^2}{\kappa^2}\right)\simeq\ell^2\ln\frac Q\kappa .
\label{sigma}
\end{equation}
The roughness diverges if gravity is dropped, but the height difference does not. For $r\ll1/\kappa$ we may set $\kappa=0$ in
\begin{equation}
\tfrac12\langle[h(\mathbf r)-h(0)]^2\rangle=G(0)-G(r)\simeq\ell^2\int_0^{Qr}\frac{1-J_0(x)}x\,dx .
\label{diff}
\end{equation}

\subsection{One integral, used twice}

For $0<\nu<2$ write
\begin{equation}
r^{-\nu}=\frac1{\Gamma(\nu/2)}\int_0^\infty t^{\nu/2-1}e^{-tr^2}dt .
\end{equation}
The two-dimensional Fourier transform of $e^{-tr^2}$ is $(\pi/t)e^{-q^2/4t}$. Substituting $u=q^2/4t$ in the remaining integral gives
\begin{align}
\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}r^{-\nu}
&=\frac{\pi}{\Gamma(\nu/2)}\int_0^\infty t^{\nu/2-2}e^{-q^2/4t}dt\nonumber\\
&=\frac{\pi}{\Gamma(\nu/2)}\left(\frac{q^2}4\right)^{\nu/2-1}\int_0^\infty u^{-\nu/2}e^{-u}du\nonumber\\
&=\pi\,2^{2-\nu}\,\frac{\Gamma(1-\nu/2)}{\Gamma(\nu/2)}\,q^{\nu-2}.
\label{FT}
\end{align}
For $\nu\le\frac12$ the oscillating integral on the left is understood with a slow cutoff at large $r$, removed at the end. Gravity will supply that cutoff.

First use: set $q=1$ and $\nu=2-s$. The left side is $2\pi\int_0^\infty x^{s-1}J_0(x)dx$, so
\begin{equation}
\int_0^\infty x^{s-1}J_0(x)\,dx=2^{s-1}\frac{\Gamma(s/2)}{\Gamma(1-s/2)}
=\frac{2^s}{s}\,\frac{\Gamma(1+s/2)}{\Gamma(1-s/2)} .
\end{equation}
For large $X$ the part of this integral beyond $X$ is negligible, and
\begin{equation}
\int_0^X\frac{1-J_0(x)}{x^{1-s}}dx\simeq\frac1s\left[X^s-2^s\frac{\Gamma(1+s/2)}{\Gamma(1-s/2)}\right].
\end{equation}
As $s\to0$, $\Gamma(1\pm s/2)\simeq1\mp\gamma_Es/2$, so the ratio of Gamma functions is $1-\gamma_Es$. The bracket becomes $s(\ln X-\ln2+\gamma_E)$, and for $1/Q\ll r\ll1/\kappa$
\begin{equation}
\tfrac12\langle[h(\mathbf r)-h(0)]^2\rangle\simeq\ell^2\left[\ln\frac{Qr}2+\gamma_E\right].
\label{log}
\end{equation}
Direct quadrature of the mode integral at $Qr=2000$ and $\kappa r=10^{-3}$ gives 7.48496 for the bracket; the formula gives 7.48497.

Each decade of wavelength between the cutoff and $r$ adds the same amount to the mean square height difference. This logarithm is the origin of the power law.

\subsection{The phase average and the exponent}

By translation invariance (\ref{S}) becomes
\begin{equation}
S(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\left\langle e^{-iq_z[h(\mathbf r)-h(0)]}\right\rangle .
\end{equation}
The height difference is a sum of independent Gaussian variables and hence Gaussian. Completing the square for a Gaussian variable $X$ of zero mean gives $\langle e^{-iX}\rangle=e^{-\langle X^2\rangle/2}$. With (\ref{log}),
\begin{equation}
\left\langle e^{-iq_z[h(\mathbf r)-h(0)]}\right\rangle\simeq\left(\frac{Qr\,e^{\gamma_E}}2\right)^{-\eta}.
\label{phase}
\end{equation}
The second use of (\ref{FT}), now with $\nu=\eta$, yields
\begin{align}
S(q)&=2^\eta Q^{-\eta}e^{-\gamma_E\eta}\;\pi2^{2-\eta}\frac{\Gamma(1-\eta/2)}{\Gamma(\eta/2)}q^{\eta-2}\nonumber\\
&=4\pi e^{-\gamma_E\eta}\frac{\Gamma(1-\eta/2)}{\Gamma(\eta/2)}\,\frac{q^{\eta-2}}{Q^{\eta}} .
\end{align}
Since $\Gamma(\eta/2)=(2/\eta)\Gamma(1+\eta/2)$, this is (\ref{result}).

As $\eta\to0$, $C\to1$ and $(q/Q)^\eta\to1$, which returns the weak-wave result. At finite $\eta$ the factor $(q/Q)^\eta$ is the loss of phase coherence caused by waves shorter than about $1/q$. A smaller $q$ leaves more of them to average over, so the rise towards $q=0$ is slower than $q^{-2}$.

\subsection{Tests of the general law}

Gravity can be kept throughout. For $Q\to\infty$ the integral in (\ref{G}) is the modified Bessel function $K_0(\kappa r)$. Subtracting the large-distance constant $e^{-q_z^2\sigma^2}$ from the phase average leaves
\begin{equation}
S_{\rm diff}(q)=e^{-q_z^2\sigma^2}\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\left[e^{\eta K_0(\kappa r)}-1\right].
\end{equation}
At $q=300\kappa$, quadrature of this form for $\eta=0.2354$, 0.8 and 1.5 agrees with (\ref{result}) within a relative $2.1\times10^{-5}$. Between $100\kappa$ and $300\kappa$ its exponent at $\eta=0.2354$ is $-1.7644$, against $\eta-2=-1.7646$.

The Gaussian average was tested by scattering from 60 random thermal surfaces of $512\times512$ points, with $\eta=0.5$. In units of the inverse grid spacing, $Q=2.5$ and $\kappa=0.018$. For $0.25<q<0.5$ the mean ratio of computed to predicted $S$ was 0.989. The exponent between rings at $0.2<q<0.3$ and $0.6<q<0.8$ was $-1.52$, against $-1.5$. Evaluating $e^{-q_z^2[G(0)-G(\mathbf r)]}$ on the same grid, which has no sampling noise, gives 0.986 and $-1.517$, and a fivefold smaller $\kappa$ gives 0.989 and $-1.522$. The departures from the power law are thus mostly systematic and remain when gravity is weakened, which points to the finite $q/Q$.

\section{The two ends of the power law}

\subsection{Large distances: the specular peak}

The subtracted constant transforms into $(2\pi)^2\delta(\mathbf q)\,e^{-q_z^2\sigma^2}$, a true specular peak. By (\ref{sigma}) its weight is
\begin{equation}
e^{-q_z^2\sigma^2}\simeq\left(\frac\kappa Q\right)^{\eta}.
\end{equation}
Without gravity it would vanish on an infinite surface.

\subsection{Short distances: why $\eta<2$}

Equation (\ref{phase}) fails for $r\lesssim1/Q$. That region adds a smooth term of order $1/Q^2$ to $S$. Relative to $q^{\eta-2}/Q^\eta$ this is $(q/Q)^{2-\eta}$, which vanishes as $q/Q\to0$ for $\eta<2$, but only slowly near $\eta=2$. With a sharp cutoff and no gravity, quadrature at $q=0.01Q$ puts $S$ below (\ref{result}) by 0.4\% for $\eta=1$, 7\% for 1.5 and 35\% for 1.8. For $\eta>2$ the integral of $r^{-\eta}$ over the plane converges at large $r$, so $S$ tends to a constant and has no diverging peak. With the cutoff kept and gravity omitted, quadrature at $\eta=3$ gives $S(0.01Q)/S(0.02Q)=1.007$. Extending $q^{\eta-2}$ to this case would have given 0.5.

\section{What a detector collects}

\subsection{A long slit}

Let the slit integrate over $q_x$ at fixed $q_y$ and $q_z$. Writing the power of $q_x^2+q_y^2$ as an integral over $t$, and using $\int e^{-tq_x^2}dq_x=\sqrt{\pi/t}$,
\begin{align}
\int_{-\infty}^{\infty}\!(q_x^2+q_y^2)^{\eta/2-1}dq_x
&=\frac{\sqrt\pi}{\Gamma(1-\eta/2)}\int_0^\infty t^{-(1+\eta)/2}e^{-tq_y^2}dt\nonumber\\
&=B\,|q_y|^{\eta-1},\quad
B=\sqrt\pi\,\frac{\Gamma(\frac{1-\eta}2)}{\Gamma(1-\frac\eta2)} .
\label{slit}
\end{align}
The $t$ integral converges at small $t$ for $\eta<1$. As $\eta\to0$, $B\to\pi$, the elementary integral of $1/(q_x^2+q_y^2)$ times $|q_y|$.

A slit of half-length $W\gg|q_y|$ misses $2W^{\eta-1}/(1-\eta)$. This constant loss steepens the measured curve. Relative to (\ref{slit}) it is of order $(|q_y|/W)^{1-\eta}$, which fades only slowly near $\eta=1$. For $\eta=0.8$ and $W=100|q_y|$ the local exponent is $-0.31$ instead of $-0.20$.

\subsection{A small aperture around the specular beam}

For exit angle $\beta$ and azimuth $\phi$, the outgoing in-plane wavevector has length $k\cos\beta$, where $k$ is the X-ray wavenumber. Its area element is $d^2q=k^2\cos\beta\sin\beta\,d\beta\,d\phi=k^2\sin\beta\,d\Omega$. Near the specular direction $\sin\alpha\simeq\sin\beta\simeq q_z/2k$. Integrating (\ref{rate}) then gives
\begin{equation}
R=\frac{4(r_e\rho_e)^2}{q_z^4}\int d^2q\,S(q).
\end{equation}

Inside the liquid the squared wavevector is reduced by $4\pi r_e\rho_e$, so the vertical transfer there is $q_z'=\sqrt{q_z^2-q_c^2}$ with $q_c^2=16\pi r_e\rho_e$. The Fresnel reflectivity of the flat surface is
\begin{equation}
R_F=\left(\frac{q_z-q_z'}{q_z+q_z'}\right)^2\simeq\left(\frac{q_c}{2q_z}\right)^4=\frac{16\pi^2(r_e\rho_e)^2}{q_z^4},
\end{equation}
where $q_z-q_z'\simeq q_c^2/2q_z$ was used. Hence $R=R_F\int d^2q\,S/4\pi^2$. For an aperture $q<q_r$ with $\kappa\ll q_r\ll Q$ and, near $\eta=2$, also $(q_r/Q)^{2-\eta}\ll1$,
\begin{equation}
\frac R{R_F}=\frac{C\eta}{Q^\eta}\int_0^{q_r}q^{\eta-1}dq=C(\eta)\left(\frac{q_r}Q\right)^\eta .
\label{aperture}
\end{equation}
Carrying the power law down to $q=0$ accounts for the specular peak as well, because the aperture responds mainly to distances near $1/q_r$, where (\ref{phase}) holds. Quadrature with gravity and the peak included confirms this within a relative $2.0\times10^{-5}$ at $q_r=300\kappa$, for the same three values of $\eta$.

\section{Numbers for a water-like surface}

Take round parameters: $T=300$ K, $\gamma=70$ mN/m, $\rho_m=1000$ kg/m$^3$, $\rho_e=330$ nm$^{-3}$, $Q=10$ nm$^{-1}$, wavelength 0.1 nm and $q_z=5$ nm$^{-1}$. The incidence angle is $2.28^\circ$, so $\sin\alpha=0.0398$. Then
\begin{align}
\ell^2&=\frac{4.142\times10^{-21}\ {\rm J}}{2\pi(0.070\ {\rm N/m})}=0.00942\ {\rm nm}^2,\\
\eta&=0.009417\times5^2=0.235 .
\end{align}
The resolved exponent is $-1.765$ and the ideal-slit exponent is $-0.765$. At fixed $T$ and $\gamma$, $\eta=1$ is reached at $q_z=10.3$ nm$^{-1}$ and $\eta=2$ at 14.6 nm$^{-1}$.

With $\kappa=3.74\times10^{-7}$ nm$^{-1}$, (\ref{sigma}) gives $\sigma=0.40$ nm. The specular weight is 0.018. An aperture $q_r=10^{-3}$ nm$^{-1}$ collects
\begin{equation}
R/R_F=1.0013\,(10^{-4})^{0.2354}=0.1145 .
\end{equation}
The true specular peak is therefore about 16\% of the signal that such a detector would record as reflected; the rest is diffuse. With $R_F=2.189\times10^{-7}$, $R=2.507\times10^{-8}$. Integrating (\ref{rate}) over the actual exit angles gives $2.502\times10^{-8}$. The 0.2\% difference matches the ratio 1.0019 of $R_F$ to its high-$q_z$ form, which is the refraction neglected here.

At $q=10^{-3}$ nm$^{-1}$, $S=1.69\times10^5$ nm$^2$. Since $r_e\rho_e=q_c^2/16\pi=9.30\times10^{-4}$ nm$^{-2}$ for $q_c=0.2162$ nm$^{-1}$, the scattered fraction is
\begin{equation}
\frac{(9.30\times10^{-4})^2(1.69\times10^5)}{25\times0.0398}=0.147\ {\rm sr}^{-1}.
\end{equation}

\section{Where a real liquid departs from the model}

These parameters are roughly those of clean water near room temperature. With all waves counted, however, the slopes are not small. Their mean square is $\int q^2P\,d^2q/4\pi^2\simeq\ell^2Q^2/2=0.47$, or 0.69 rms, and three quarters of it comes from waves with $q>Q/2$. The short-wave end is therefore only a rough model, and $Q$ is best treated as a fitted parameter. For the long waves that set the exponent, $\gamma$ must be read as the measured macroscopic tension, which already includes the effect of the short ones.

At the incidence angle chosen here, the usable range of $q$ is limited by another neglected effect, scattering by density fluctuations in the bulk. In the long-wavelength limit it is $(r_e\rho_e)^2k_BT\chi$ per volume, with $\chi$ the compressibility. The total momentum transfer here is about 5 nm$^{-1}$, so this limit serves only as a rough estimate. Let the exit angle equal the incidence angle, with $q$ reached by turning the detector sideways. Absorption on the way in and out then leaves an effective depth $\Lambda\sin\alpha/2$, where $\Lambda$ is the attenuation length. The surface signal must therefore be compared as
\begin{equation}
\frac{\rm bulk}{\rm surface}=\frac{k_BT\chi\,\Lambda\sin\alpha/2}{S(q)/q_z^2}.
\end{equation}
For rough values $\chi=5\times10^{-10}$ Pa$^{-1}$ and $\Lambda=3$ mm, the ratio is 0.018 at $q=10^{-3}$ nm$^{-1}$, 1.1 at $10^{-2}$ and 62 at $10^{-1}$. The signals are equal near 0.01 nm$^{-1}$. Unless the bulk part is subtracted, it sets the usable upper end of the power law at this angle, far below $Q$. Incidence below the critical angle of total reflection relaxes the limit. At 0.8 of that angle and the same $q_z$, the beam enters only about 8 nm, and the same estimate puts the crossing near 1.5 nm$^{-1}$. The price is at the other end: with such unequal angles $q$ cannot fall below about 0.19 nm$^{-1}$, so the small-$q$ part of the power law is out of reach.

A constant background changes the local exponent to $(\eta-2)/(1+\text{bulk/surface})$. At $10^{-3}$ nm$^{-1}$ this is $-1.733$ instead of $-1.765$. The shift looks small, but reading $\eta$ from the uncorrected slope would give 0.267, an error of 13\% relative to $\eta$.

Scan geometry matters too. If the detector alone moves in the plane of incidence to $|q_y|=0.01$ nm$^{-1}$, towards larger exit angle, $q_z$ rises to 5.24 nm$^{-1}$ and $\eta$ to 0.259. Moving both angles so that $\sin\alpha+\sin\beta$ stays constant avoids this; the factor $1/\sin\alpha$ in (\ref{rate}) must then be divided out. For a slit half-length of 0.1 nm$^{-1}$, the exponent of the surface signal alone at $q_y=10^{-3}$ nm$^{-1}$ is $-0.780$, not $-0.765$. Such a slit also collects bulk scattering along its whole length, in the estimate above about as much as the surface signal, so the bulk part must be subtracted first.

The cutoff is poorly known, but doubling it multiplies $S$ by $2^{-\eta}=0.85$ and leaves the exponent unchanged. A smooth density profile that moves rigidly with $h$ multiplies the amplitude by a function of $q_z$, which also leaves the exponent at fixed $q_z$ unchanged.

Temperature enters through $T/\gamma(T)$. At fixed $q_z$,
\begin{equation}
\frac{d\ln\eta}{dT}=\frac1T-\frac{d\ln\gamma}{dT},
\end{equation}
so a tension that falls on heating makes $\eta$ grow faster than $T$. A surface film that halved $\gamma$ at fixed $T$ and $q_z$ would double $\eta$ to 0.47, provided tension still controlled the waves. Plotting exponents measured at several $q_z$, with both in-plane components resolved, against $q_z^2$ gives a line of slope $k_BT/2\pi\gamma$, once the bulk part is subtracted and while $\eta$ stays below about 1. A slit of finite length lowers the slope. Nearer $\eta=2$ the cutoff bends the line, by an amount that depends on $q/Q$: at $\eta=1$ the exponent is already lowered by 0.004 at $q=0.01Q$ and by 0.04 at $q=0.1Q$. With equal angles the bulk part is the tighter limit. At $q=10^{-3}$ nm$^{-1}$ the estimate above gives bulk/surface ratios of 0.3 at $\eta=0.5$, 6 at 0.8 and 38 at 1, so in that geometry the usable range of $\eta$ ends well below 1. The slope of the straight part yields the tension without an absolute intensity. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, tension 70 mN/m, density 1000 kg/m^3
electron density 330 nm^-3, cutoff Q 10 nm^-1
wavelength 0.1 nm, qz 5.0 nm^-1
incidence angle 2.280 deg
thermal energy kB T 4.1419e-21 J
kB T/(2 pi gamma) 0.009417 nm^2
eta 0.2354; C(eta) 1.00132
exponent, both components resolved -1.7646
exponent, ideal wide slit -0.7646; slit factor 3.8020
eta at qz 2.5 nm^-1: 0.0589
eta at qz 10.0 nm^-1: 0.9417
qz where eta = 1: 10.30 nm^-1
qz where eta = 2: 14.57 nm^-1
gravity wavenumber kappa 3.743e-07 nm^-1; 1/kappa 2.67 mm
rms roughness, all waves 0.401 nm
true specular weight (kappa/Q)^eta 0.0178
critical qc 0.2162 nm^-1; Fresnel reflectivity 2.189e-07
acceptance q_r 1e-03 nm^-1: collected R/R_F 0.1145
collected reflectivity 2.507e-08; from angles 2.502e-08
q 1e-04 nm^-1: S 9.850e+06 nm^2, 8.563e+00 per sr, bulk/surface 3.14e-04
q 1e-03 nm^-1: S 1.694e+05 nm^2, 1.473e-01 per sr, bulk/surface 1.82e-02
q 1e-02 nm^-1: S 2.913e+03 nm^2, 2.532e-03 per sr, bulk/surface 1.06e+00
q 1e-01 nm^-1: S 5.009e+01 nm^2, 4.355e-05 per sr, bulk/surface 6.17e+01
--- tests
wave variance, largest relative error 1.3e-05
log growth: direct 7.48496, formula 7.48497
K0(1): direct 0.42103, function 0.42102
S with gravity, largest relative error 2.1e-05
collected fraction, largest relative error 2.0e-05
exponent from direct integral -1.7644
random surfaces: 60 of 512 x 512 points, eta 0.5
random surfaces: S/formula 0.9892, exponent -1.521
eta = 3: S(0.01 Q)/S(0.02 Q) 1.0074
--- neglected effects
gravity (kappa/q)^2 at q 1e-4 nm^-1: 1.4e-05
refraction: Fresnel/(qc/2qz)^4 1.00187
quantum: hbar omega/kB T at Q 0.213, variance change 3.78e-03
cutoff doubled: S times 0.8494
slit half-length 0.1 nm^-1: exponent at qy 1e-3 nm^-1 -0.7804
detector moved alone to |qy| 0.01 nm^-1: qz 5.240 nm^-1, eta 0.2585
bulk: compressibility 5e-10 Pa^-1, attenuation length 3 mm
bulk equals surface signal at q 0.0097 nm^-1
\end{verbatim}
